\section*{Choosing Collision Candidates and Majorant in No-Time-Counter Gas Simulation}

\section{A gas in which all pairs are alike}

Direct simulation Monte Carlo of a rarefied gas with the no-time-counter scheme needs a collision majorant, a particle number per cell, a time step and a rule for rounding the number of trial collisions. This guide derives what each setting does.

Take a cell of volume $V$ with $N\ge2$ simulated particles, each standing for $F$ real molecules. Positions within the cell are treated as uniformly random, and velocities are the only memory. Two molecules with relative speed $g$ and total cross-section $\sigma(g)$ collide during a short time $dt$ if one lies in the volume $\sigma g\,dt$ swept by the other. For random positions this has probability $\sigma g\,dt/V$. Particles $i$ and $j$ represent $F^2$ pairs of molecules, hence $F^2\sigma g\,dt/V$ real collisions on average. One simulated collision changes both particles and so represents $F$ real collisions. The simulated pair must therefore collide with probability
\begin{equation}
P_{ij}=\frac{F\sigma(g_{ij})g_{ij}\,dt}{V}. \label{pair}
\end{equation}

Suppose first that $\sigma g=S$ is the same for every pair. A direct scheme tests all $N(N-1)/2$ pairs, each with probability $FS\,dt/V$. The mean number of collisions is
\begin{equation}
\mu=\frac{N(N-1)}{2}\,\frac{FS\,dt}{V}. \label{mu}
\end{equation}
The testing can be skipped: draw $\mu$ pairs at random, on average, and let each collide. A given pair is drawn with probability $2/[N(N-1)]$ each time, so it collides $2\mu/[N(N-1)]=FS\,dt/V$ times on average, as required.

\section{Pairs that differ}

If $\sigma g$ varies, choose a constant $S$, the majorant, with $S\ge\sigma g$ for every pair. Draw $M$ candidate pairs with mean $\mu$ from \eqref{mu}, and accept each with probability $\sigma g/S$. With velocities held fixed, the mean number of collisions of pair $ij$ is
\begin{equation}
\mu\,\frac{2}{N(N-1)}\,\frac{\sigma(g_{ij})g_{ij}}{S}
=\frac{FS\,dt}{V}\,\frac{\sigma(g_{ij})g_{ij}}{S}=P_{ij}.
\end{equation}
The majorant cancels. It sets the amount of work, not the rate, as long as no pair exceeds it. No assumption about the velocity distribution was made. In a test with six particles in two opposed streams, velocities frozen, the counts of the 15 pairs over 400\,000 steps agreed with \eqref{pair} with $\chi^2=17.7$.

In a real step the velocities change after each accepted collision, and later candidates see the new values. To follow this, let $f$ be any function of the cell's velocities and $\langle f\rangle_{ij}$ its mean after $i$ and $j$ have collided. The gas is meant to follow a jump process in which pair $ij$ collides at the rate $P_{ij}/dt$. The mean of $f$ then changes at the rate
\begin{equation}
Lf=\sum_{i<j}\frac{F\sigma(g_{ij})g_{ij}}{V}\bigl(\langle f\rangle_{ij}-f\bigr).
\end{equation}
One candidate replaces $f$, on average, by
\begin{equation}
Kf=f+\sum_{i<j}\frac{2}{N(N-1)}\frac{\sigma(g_{ij})g_{ij}}{S}
\bigl(\langle f\rangle_{ij}-f\bigr).
\end{equation}
With $\Lambda=\mu/dt=N(N-1)FS/(2V)$, the prefactor is $2/[N(N-1)S]=F/(V\Lambda)$, so
\begin{equation}
K=1+\frac{L}{\Lambda}.
\end{equation}
If $M$ is drawn from a Poisson distribution of mean $\mu$, the step gives
\begin{equation}
\sum_{M=0}^{\infty}e^{-\mu}\frac{\mu^M}{M!}K^M
=e^{-\mu}e^{\mu K}=e^{\mu L/\Lambda}=e^{L\,dt}.
\end{equation}
This is the evolution of the jump process over the whole step, for any $dt$, provided that $S$ stays fixed and bounds $\sigma g$ for every velocity the collisions can produce. The statement concerns collisions in one cell; separating them from free flight still limits $dt$. For four particles with four allowed velocities each, the two sides were built as $256\times256$ matrices and differed by at most $4.4\times10^{-16}$.

\section{Particle number: rate and cost}

In an ideal gas the number of particles in a cell fluctuates with a Poisson distribution of mean $\bar N$. Then
\begin{equation}
\overline{N(N-1)}=\sum_{N\ge2}e^{-\bar N}\frac{\bar N^N}{(N-2)!}
=\bar N^2\sum_{k\ge0}e^{-\bar N}\frac{\bar N^k}{k!}=\bar N^2. \label{poisson}
\end{equation}
The real density is $n=\bar NF/V$. For independent velocities, the real collision rate per volume is the mean number of simulated collisions multiplied by $F/(V\,dt)$:
\begin{equation}
\frac{F}{V\,dt}\,\frac{\bar N^2}{2}\,\frac{F\langle\sigma g\rangle dt}{V}
=\frac{n^2\langle\sigma g\rangle}{2}. \label{rate}
\end{equation}
This is the gas rate, with each pair counted once, at any $\bar N$. Each collision involves two molecules, so the frequency per molecule is $\nu=2(n^2\langle\sigma g\rangle/2)/n=n\langle\sigma g\rangle$.

Replacing $N(N-1)$ by the instantaneous $N^2$ would give $\overline{N^2}=\bar N^2+\bar N$, a rate too high by the fraction $1/\bar N$. In a closed box with fixed $N$, by contrast, and with velocities still treated as independent, the factor $N(N-1)$ gives $1-1/N$ times the rate of an infinite gas; a real closed box with its $NF$ molecules has the factor $1-1/(NF)$, so only the part $1/(NF)$ of the deficit is real, and the rest comes from using few particles.

The mean number of candidates per step is, from \eqref{mu} and \eqref{poisson},
\begin{equation}
\bar\mu=\frac{\bar N^2FS\,dt}{2V}=\frac{\bar N\,nS\,dt}{2}. \label{cost}
\end{equation}
It is linear in $\bar N$ when $n$, $S$ and $dt$ are held fixed, that is, when resolution is refined by letting each particle stand for fewer molecules. The number of pairs, $\bar N^2/2$ on average, grows quadratically. If instead $F$ and $V$ are fixed and particles are added, the real density rises and the candidates grow as $\bar N^2$ too. The number of collisions then grows in the same way, so this is the cost of a denser gas.

\section{Choosing the majorant}

We use the model cross-sections
\begin{equation}
\sigma(g)=\sigma_0\left(\frac{g_0}{g}\right)^s,\qquad
g_0=\sqrt{\frac{4kT}{m}},\qquad 0\le s\le1,
\end{equation}
with isotropic scattering. Here $m$ is the molecular mass, $T$ the temperature and $k$ the Boltzmann constant. Hard spheres have $s=0$; the gas of the first section has $s=1$.

In equilibrium each velocity component has variance $kT/m$. A component of the relative velocity has twice that, so $g$ has a density proportional to $g^2e^{-mg^2/4kT}$. With $x=g/g_0$ and unit normalization this is $(4/\sqrt\pi)x^2e^{-x^2}$. Setting $t=x^2$, $dx=dt/(2\sqrt t)$, where $t$ is just an integration variable, gives
\begin{equation}
\langle x^p\rangle=\frac{2}{\sqrt\pi}\int_0^\infty t^{(p+1)/2}e^{-t}\,dt
=\frac{2}{\sqrt\pi}\Gamma\!\left(\frac{p+3}{2}\right).
\end{equation}
Since $\sigma g=\sigma_0g_0x^{1-s}$, we put $p=1-s$ and find
\begin{equation}
\langle\sigma g\rangle=\sigma_0g_0\,\frac{2}{\sqrt\pi}\,
\Gamma\!\left(2-\frac{s}{2}\right).
\end{equation}
For $s=1$ the numerical factor is 1; for $s=0$ it is $2/\sqrt\pi$.

For $s<1$, $\sigma g$ has no upper bound over a Maxwellian. A fixed majorant must be placed at some $x=c$, $S=\sigma_0g_0c^{1-s}$, with acceptance $\min(1,\sigma g/S)$. Faster pairs then collide too rarely. The lost fraction of the equilibrium rate is
\begin{align}
D(c)&=\frac{1}{\langle x^{1-s}\rangle}\int_c^\infty
\bigl(x^{1-s}-c^{1-s}\bigr)\frac{4}{\sqrt\pi}x^2e^{-x^2}dx\nonumber\\
&=\frac{\Gamma(2-s/2,c^2)-c^{1-s}\,\Gamma(3/2,c^2)}{\Gamma(2-s/2)},
\end{align}
where the same substitution turns each integral into an upper incomplete gamma function $\Gamma(a,z)=\int_z^\infty t^{a-1}e^{-t}dt$. For $s=0.5$, $c=1$ loses 10.8\% of the collisions and $c=4$ loses $1.6\times10^{-8}$. The price of the second choice is modest: $S$ rises by $4^{0.5}=2$, and by \eqref{cost} so does the number of candidates.

These averages survive repeated collisions within a step. For a Maxwellian pair, the direction of the relative velocity is uniformly distributed at given $g$ and given pair momentum. An elastic isotropic collision keeps $g$ and the momentum and draws a new uniform direction. The distribution is unchanged whatever function of $g$ decides acceptance, so every candidate sees the same equilibrium gas.

One can also ask for a majorant that is never exceeded. Let $\mathbf u$ be the mean velocity in the cell and $\mathbf w_i=\mathbf v_i-\mathbf u$. Because $|\mathbf a-\mathbf b|^2\le2|\mathbf a|^2+2|\mathbf b|^2$,
\begin{equation}
g_{ij}^2\le2\bigl(|\mathbf w_i|^2+|\mathbf w_j|^2\bigr)\le2\sum_k|\mathbf w_k|^2 .
\end{equation}
The last sum is conserved by elastic collisions, so the bound holds throughout the collision step. At equilibrium its mean is $2\cdot3(N-1)kT/m$, which is $x^2=1.5(N-1)$ in units of $g_0^2$. The majorant therefore grows roughly as $N^{(1-s)/2}$ and the candidates as $N^{1+(1-s)/2}$. For a single constant majorant held over the whole step, strict safety thus costs linearity when $s<1$. Bounds that are updated after each collision avoid most or all of this cost. Since $g_{ij}\le|\mathbf w_i|+|\mathbf w_j|$ and $(a+b)^{1-s}\le a^{1-s}+b^{1-s}$, the pair bound $|\mathbf w_i|^{1-s}+|\mathbf w_j|^{1-s}$ on $g_{ij}^{1-s}$ is never exceeded, and its equilibrium acceptance does not fall as $N$ grows. It requires pairs to be drawn with unequal weights, a scheme not treated here.

The formula for $D$ holds near equilibrium. Where fast and slow streams cross, as in a jet entering a still gas, relative speeds may far exceed the thermal $g_0$ of either stream, and $S$ must be chosen from the stream speeds. A useful diagnostic is the number of candidates with $\sigma g>S$. Raising $S$ when one is found protects later steps up to the new value, but the collisions already missed are not restored.

\section{Rounding the number of candidates}

The mean $\mu=m+r$, with integer $m$ and $0\le r<1$, is generally not an integer. Discarding $r$ at every step lowers the rate. Random rounding, which takes $m+1$ with probability $r$ and $m$ otherwise, has mean $m(1-r)+(m+1)r=\mu$. The equilibrium rate is then correct, because each candidate has the same mean acceptance.

Relaxation toward equilibrium is more demanding, since it depends on more than the mean of $M$. Consider constant $\sigma g=aS$, where $a\le1$ is the acceptance, and the anisotropy
\begin{equation}
A=\sum_i\left(w_{ix}^2-\tfrac13|\mathbf w_i|^2\right).
\end{equation}
A colliding pair has velocities $\mathbf G\pm\mathbf g/2$ relative to $\mathbf u$. Its contribution to $\sum w_x^2$ is $2G_x^2+g_x^2/2$. Isotropic scattering leaves $\mathbf G$ and $g$ unchanged and replaces $g_x^2$ by $g^2/3$ on average. The energy term in $A$ does not change, so the mean change of $A$ is $-\frac12(g_x^2-g^2/3)$. To average over pairs, use
\begin{equation}
\sum_{i<j}(w_{ix}-w_{jx})^2=N\sum_iw_{ix}^2-\Bigl(\sum_iw_{ix}\Bigr)^2
=N\sum_iw_{ix}^2,
\end{equation}
and likewise for $y$ and $z$. Hence $\sum_{i<j}(g_{ij,x}^2-g_{ij}^2/3)=NA$. Division by $N(N-1)/2$ gives the pair mean $2A/(N-1)$, and one candidate changes $A$ on average by
\begin{equation}
-\frac a2\,\frac{2A}{N-1}=-qA,\qquad q=\frac{a}{N-1}.
\end{equation}
After one step the mean remaining fraction of $A$ is
\begin{align}
\text{fixed integer } M=\mu:&\quad(1-q)^{M},\\
\text{random rounding}:&\quad(1-q)^m(1-rq),\\
\text{Poisson}:&\quad\sum_Me^{-\mu}\frac{\mu^M}{M!}(1-q)^M=e^{-q\mu}.
\end{align}
The Poisson result is that of the jump process. Its decay rate is $q\Lambda=NFaS/(2V)$, half of $(NF/V)\sigma g$.

For the rounded count, expanding $-\ln(1-z)=z+z^2/2+\dots$ gives the relative excess of the relaxation rate,
\begin{equation}
\frac{-m\ln(1-q)-\ln(1-rq)}{q\mu}-1\simeq\frac{q(m+r^2)}{2\mu}.
\end{equation}
For small $q$ it is at most about $q/2$, because $r^2\le r$, and this bound falls as $1/(N-1)$ at fixed $a$. For $\mu<1$ the excess becomes $q\mu/2$ and vanishes with the time step.

Five particles make the effect visible. With $\mu=4$ and $a=1$, $q=1/4$: a fixed count leaves $(3/4)^4=0.3164$ of the anisotropy, against $e^{-1}=0.3679$ for the Poisson count. Simulations of 100\,000 cells gave 0.3159 and 0.3663. Doubling $S$ at the same physical rate gives $M=8$, $a=1/2$ and $(7/8)^8=0.3436$, simulated as 0.3446. The looser majorant reduces the error here, at the price of more candidates. With random rounding and $\mu$ still below 1 after the change, it would not help: the excess $q\mu/2$ is then independent of $S$, because $q\propto1/S$ and $\mu\propto S$.

\section{A carrier gas at 1 Torr}

Take a one-component gas with $m=28$ u, diameter $d=0.4$ nm, $\sigma_0=\pi d^2=0.5027$ nm$^2$ and $s=0.5$, at 1 Torr and 500 K. The density is $n=1.931\times10^{16}$ cm$^{-3}$ and $g_0=770.6$ m/s. The average is $\langle\sigma g\rangle=1.037\,\sigma_0g_0=4.017\times10^{-10}$ cm$^3$/s, so
\begin{equation}
\nu=1.931\times10^{16}\times4.017\times10^{-10}\ \mathrm{s^{-1}}
=7.76\ \mu\mathrm s^{-1}.
\end{equation}
With mean speed 614.9 m/s, the mean free path is $614.9/(7.76\times10^6)$ m $=79$ $\mu$m.

The cell is a cube 20 $\mu$m wide, the step is 10 ns and $c=4$, so $S=2\sigma_0g_0$. The recurring combination is $n\sigma_0g_0dt=0.0748$. For $\bar N=30$, equation \eqref{cost} gives
\begin{equation}
\bar\mu=\tfrac12\times30\times0.0748\times2=2.24
\end{equation}
candidates per step, of which the fraction $1.037/2=0.519$ is accepted: 1.164 collisions. An all-pairs scheme would test about 450 pairs. Simulation of equilibrium cells with random rounding gave $1.165\pm0.004$ collisions (one standard error).

For $\bar N=120$ at the same density, step and majorant, theory gives 4.655 collisions and simulation $4.680\pm0.018$, a difference of 1.4 standard errors. Candidates rose by a factor 4.02 and pairs by 16.1, where the means predict 4 and 16. The strict conservation bound, evaluated at the mean energy, would instead place the majorant at $x=6.6$ for $N=30$ and $x=13.4$ for $N=120$.

The rounding setting matters far more here than the cap. Discarding the fraction at $\bar N=30$ loses 21.8\% of the collisions: about half a candidate out of 2.24. The simulated count was 0.903 per step against a predicted 0.911, within the tested tolerance of four standard errors. A markedly shorter step makes the loss worse, though not smoothly, because the kept count changes in jumps. So does a lower pressure: at 0.1 Torr, with $\bar N=30$, the cell, the step and the majorant fixed, $\bar\mu=0.22$, and a cell would need more than twice its mean population to reach a single candidate, so nearly all collisions would vanish. Random rounding removes this loss. Its remaining relaxation excess, estimated from the constant-$\sigma g$ formula with the mean acceptance and $N=30$, is 0.85\%. Near equilibrium the true value is higher, because fast pairs are accepted more often and carry more of the anisotropy. A pair's share of $A$ scales as $x^2$, so its weight in the relaxation rate scales as $x^4$. With this weight the mean of $x^{1/2}$ is $\Gamma(15/4)/\Gamma(7/2)=1.33$ instead of 1.04, which raises the estimate to about 1.1\%.

\section{The model beside a real reactor}

The inputs are rough typical values for nitrogen carrier gas in a thermal atomic-layer-deposition reactor. Real reactors break the assumption of uniform temperature: gas enters cooler than the heated wafer. At fixed pressure $n\propto T^{-1}$. The product $\sigma_0g_0^s$ is a property of the gas and keeps its 500 K value, so $\langle\sigma g\rangle\propto\langle g^{1/2}\rangle\propto T^{1/4}$; gas 50 K cooler therefore collides 8.2\% more often. The cross-section law matters as much: $s=0$ with the same $\sigma_0$ and $g_0$ raises the rate by 8.8\%. During a precursor pulse the gas is a mixture. Replacing 5\% of the molecules by ones of 72 u and 0.7 nm changes the collision frequency of a carrier molecule by 2.9\% in a hard-sphere estimate, and $S$ must cover every kind of pair, including two precursor molecules: they are slower, but their cross-section is so large that their mean $\sigma g$ is the highest of the three kinds in this estimate. Molecular rotation, which exchanges energy with translation, is left out of the model.

Smaller corrections can be sized too. The density parameter $nd^3=1.2\times10^{-6}$ makes finite molecular volume negligible. The de Broglie wavelength of relative motion is 0.08 of the diameter, so a classical path is a fair picture, though not for fine diffraction detail. Between plates a distance $H=1$ mm apart, the flux $n\bar v/4$ onto two walls, with $\bar v$ the mean speed, gives $\bar v/(2H)$ wall hits per molecule and time, 4\% of the gas collision frequency. Both kinds of collision shape the flow there. In a trench 100 nm wide the free path is about 800 widths, and gas collisions inside the trench are rare.

\section{Guidance for the settings}

\begin{itemize}
\item \textbf{Majorant.} Near equilibrium with $s=0.5$, a cap at $x=4$, set by the highest temperature present, makes the lost rate negligible. Use stream speeds where beams cross, and watch for candidates with $\sigma g>S$.
\item \textbf{Candidate count.} Use $N(N-1)$ with the instantaneous $N$. Never discard the fraction. Choose a Poisson count if relaxation in sparsely filled cells matters; random rounding suffices when $q$ is small and $q/2$ is well below the accuracy sought. When $\sigma g$ varies, evaluate $q$ with the $x^4$-weighted acceptance, which for $s=0.5$ is larger than the mean acceptance by the factor $1.33/1.04$.
\item \textbf{Particle number.} Refine by lowering $F$ at fixed density. The collision work then grows linearly, while the mean equilibrium rate stays the same.
\item \textbf{Cell and time step.} The example has a cell of 0.25 free paths, $\nu\,dt=0.078$ and a mean travel of 0.31 cell widths per step. These ratios should be small or moderate so that partners are local and flight and collisions can be separated. The homogeneous tests here do not measure the error in flows with gradients; that requires repeating the flow calculation with smaller cells and steps.
\end{itemize}

The full set of values is in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
Pressure 1.0 Torr; temperature 500 K
Mass 28 u; diameter 0.4 nm; s 0.5
Cell width 20 um; time step 10 ns
Number density 1.9313e+16 cm^-3
Reference cross-section 0.5027 nm^2
Reference speed g0 770.6 m/s; mean speed 614.9 m/s
Mean sigma*g / (sigma0*g0) 1.03705
Mean sigma*g 4.0172e-10 cm^3/s
Collision frequency per molecule 7.758 per us
Mean free path 79.25 um
Collision rate per volume 7.4919e+22 cm^-3 s^-1
Dimensionless n*sigma0*g0*dt 0.07481
Majorant: x cap 4.0; S/(sigma0*g0) 2.000
Rate fraction lost at this cap 1.552e-08
Acceptance 0.5185; candidates/collision 1.929
Mean N 30: molecules per particle 5.1501e+06
  collisions/cell/step: theory 1.1638
  simulation 1.1647 +/- 0.0043 (1 std. error)
  candidates/cell/step: theory 2.2444
  counted 2.2401; all pairs 448.8
  strict x bound at mean energy 6.60
Mean N 120: molecules per particle 1.2875e+06
  collisions/cell/step: theory 4.6550
  simulation 4.6796 +/- 0.0175 (1 std. error)
  candidates/cell/step: theory 8.9775
  counted 9.0071; all pairs 7221.2
  strict x bound at mean energy 13.36
Fourfold N: candidates x4.021, pairs x16.090
N^2 instead of N(N-1), mean N 30: excess 3.33 %
Fraction discarded, mean N 30: rate loss 21.77 %
  simulated 0.9025, predicted 0.9105 per step
Cap x=1: predicted rate loss 10.83 %
  simulated 1.0395, predicted 1.0377 per step
Frozen-cell chi-square 17.72 for 15 pairs
Poisson operator identity: max error 4.4e-16
Remaining anisotropy, N=5 (simulation, prediction):
  fixed: 0.3159, 0.3164
  loose: 0.3446, 0.3436
  rounded: 0.4936, 0.4922
  Poisson: 0.3663, 0.3679
Rounded-count relaxation excess, N=30 est. 0.846 %
Cell width/free path 0.252
Collision probability scale nu*dt 0.0776
Mean travel/cell width 0.307
50 K cooler, same pressure: frequency +8.22 %
Precursor: 5 %, 72 u, 0.7 nm
  hard-sphere frequency change 2.88 %
s=0 at same sigma0,g0: rate +8.81 %
Wall/gas collision frequency, 1 mm gap 0.0396
Finite-size scale n*d^3 1.236e-06
Relative de Broglie wavelength/diameter 0.0819
\end{verbatim}
